Why inversion charge screens the gate: surface potential and semiconductor capacitance

A metal gate lies on a thin oxide, and under the oxide is a p-type semiconductor. Raise the gate voltage slightly and ask how much of the step reaches the semiconductor surface. In the model solved below, a step taken 0.8 V above flat band puts 85% of itself across the semiconductor. At 3 V the share is 2.6%. Between 2 V and 3 V the surface potential rises by only 36 mV. Something in the semiconductor has begun to absorb the gate's field lines while its own potential hardly moves.

That something is the layer of electrons called the inversion layer. It is often enough to say that its charge grows exponentially with surface potential, but this leaves two questions. Why is the exponent half the normalized surface potential, when the electron density follows the whole of it? And why does the same layer fail to screen at 0.8 V, where its charge multiplies even faster with surface potential?

**How a gate step is divided**

Let the semiconductor be uniform, in equilibrium and grounded deep inside, and let the oxide carry no charge and no current. Every gate step is taken slowly enough for the number of electrons to reach its new equilibrium value. A step too fast for that is not screened in the way described here. The gate voltage Vg is measured from flat band, the condition in which the semiconductor has no field. The surface potential ψs is measured from the bulk. Qs is the magnitude of the semiconductor charge per area. The voltage across the oxide is Vox = Qs/Cox, so

Vg = ψs + Qs/Cox.

Differentiate with respect to ψs and define the semiconductor capacitance Cs = dQs/dψs:

dVg/dψs = 1 + Cs/Cox, hence dψs/dVg = Cox/(Cox + Cs).

Screening therefore means Cs ≫ Cox. Since Cs = Qs (d ln Qs/dψs) and Qs = Cox Vox,

Cs/Cox = Vox (d ln Qs/dψs).

Let Λ = 1/(d ln Qs/dψs) be the potential over which the charge grows by a factor e at its present rate. Then

dψs/dVg = Λ/(Λ + Vox).

The gate is screened when the charge multiplies over a potential much smaller than the voltage already across the oxide. It remains to find Λ.

**The charge at a given surface potential**

Let z be the depth below the surface, ψ(z) the local potential, φt = kT/q the thermal voltage, v = ψ/φt, and u = ψs/φt the surface value of v. For Boltzmann statistics the hole and electron densities are

p = p0 e^(−v), n = n0 e^v,

where p0 and n0 are the bulk values. Acceptors are fully ionized, and bulk neutrality fixes their density at Na = p0 − n0, which is practically p0. The charge density is q(p − n − Na), so Poisson's equation reads

d²ψ/dz² = (q/ε)[p0(1 − e^(−v)) + n0(e^v − 1)].

Multiply both sides by 2 dψ/dz. The left side becomes the derivative of (dψ/dz)², and the right side can be integrated over ψ from the bulk, where potential and field vanish. With dψ = φt dv and field E = −dψ/dz,

E² = (2qφt/ε)[p0(e^(−v) + v − 1) + n0(e^v − v − 1)].

Gauss's law gives Qs = εE at the surface. Define Q0² = 2εq p0 φt. Then

Qs² = Q0²[e^(−u) + u − 1 + (n0/p0)(e^u − u − 1)].

For u above a few units e^(−u) is negligible, and n0/p0 is so small that only its product with e^u matters. With ns the surface electron density and g = ns/p0 = (n0/p0)e^u,

Qs² ≈ Q0²(g + u − 1).

The term u − 1 comes from ionized acceptors and g from electrons. As long as g is negligible, Qs = Q0 √(u − 1). Once g dominates, Qs ≈ Q0 √g, which is proportional to e^(u/2).

**Where the half comes from**

When electrons dominate, Qs² = Q0² g = 2εqφt ns, and since qφt = kT,

Qs²/(2ε) = kT ns.

The left side is the electrostatic stress at the surface and the right side is the pressure of the electron gas. The field pulls electrons towards the oxide, and their pressure resists. Because the stress is quadratic in charge, a pressure that grows as e^u needs a charge that grows only as e^(u/2).

The same fact can be seen in the layer's thickness. Let Q(z) = εE(z) be the charge lying deeper than z. The relation above holds at each depth, so qn = Q²/(2εφt), and

dQ/dz = −qn = −Q²/(2εφt).

Dividing by −Q² gives d(1/Q)/dz = 1/(2εφt), and therefore

Q(z) = Qs/(1 + z/z0), z0 = 2εφt/Qs.

Half of the charge lies within z0 of the surface. As u rises, the surface density grows as e^u while z0 shrinks as e^(−u/2). Their product, the charge, grows as e^(u/2). In this limit Λ = 2φt, and

Cs = Qs/(2φt) = ε/z0.

The semiconductor behaves as a capacitor whose plate separation is z0, and adding charge brings the plates closer together. This is why the capacitance is proportional to the charge.

**How good the limit is**

The acceptors remain, so the limit needs a correction. Differentiating Qs² = Q0²(g + u − 1) with respect to u, and using dg/du = g, gives 2Qs dQs/du = Q0²(g + 1). Dividing by φt to pass from u to ψs,

Cs = Q0²(g + 1)/(2φt Qs).

The expression for Qs² also gives g + 1 = Qs²/Q0² − (u − 2). Therefore

Cs = (Qs/2φt)[1 − (u − 2)Q0²/Qs²].

Since Q0²(u − 2) is roughly the square of the depletion charge Qb, the relative correction is of second order in Qb/Qs.

Take round parameters: 300 K, so φt = 25.85 mV; semiconductor permittivity 12 and oxide permittivity 4, relative to vacuum; an intrinsic density of 10¹⁰ cm⁻³; p0 = 10¹⁷ cm⁻³; and a 5 nm oxide. Then Cox = 0.708 µF/cm² and Q0 = 0.02967 µC/cm². At Vg = 3 V the solution has ψs = 1.032 V, u = 39.92 and Qs = 1.394 µC/cm². The limiting capacitance is

Qs/(2φt) = 1.394/0.0517 = 27.0 µF/cm².

The correction is 37.92 × (0.02967/1.394)² = 0.017, which lowers the result to 26.5 µF/cm². Numerical differentiation of the charge, obtained by integrating Poisson's equation from bulk to surface, gives the same value. At 2 V the ratio Cs/(Qs/2φt) is 0.94, and at 1.5 V it is 0.79. At 0.8 V it is 0.045, because there the charge is almost all depletion charge and the law does not apply.

The thickness can be tested too. If Qb is treated as constant across the thin electron layer, the pressure relation becomes Q² − Qb² = 2εφt qn. The depth at which the field has halved is then

z½ = 2εφt ∫ dQ/(Q² − Qb²), from Qs/2 to Qs.

Expand the integrand as 1/Q² + Qb²/Q⁴. The first term integrates to 1/Qs and the second to 7Qb²/(3Qs³), so z½ ≈ z0[1 + (7/3)(Qb/Qs)²]. At 3 V, Qb = 0.178 µC/cm² and the bracket is 1.04. The integrated profile gives 0.410 nm against z0 = 0.394 nm, also a ratio of 1.04.

**The inversion charge by itself**

Split the charge as Qs = Qi + Qb, with Qi the electron part. Changing variable from depth to potential, dz = −dψ/E,

Qi = ∫ q(n − n0)/E dψ, from 0 to ψs.

The first integral gives E as a function of local potential alone. Raising ψs therefore leaves the integrand unchanged and only moves the upper limit. Neglecting n0 beside ns, the inversion capacitance Ci = dQi/dψs is

Ci = q ns/E = εq ns/Qs.

The logarithmic growth rate of Qi with u is φt Ci/Qi. Using 2εqφt ns = Q0² g,

d ln Qi/du = Q0² g/(2Qs Qi).

Now Q0² g = Qs² − Q0²(u − 1) ≈ Qs² − Qb² = Qi(Qs + Qb), where the approximation takes Qb as Q0 √(u − 1). Hence

d ln Qi/du ≈ (Qs + Qb)/(2Qs) = 1/2 + Qb/(2Qs).

In weak inversion Qs ≈ Qb and the rate is near 1. The field is then set by the acceptors, the thickness of the electron layer barely changes, and the charge follows the density. In strong inversion the electrons make their own field, the layer thins as it fills, and the rate falls towards 1/2. The approach is slow, because here the correction is of first order in Qb/Qs. At 3 V the formula gives 0.564 with the depletion charge of the profile, Qb = 0.178 µC/cm² (0.566 with Q0 √(u − 1) = 0.185 µC/cm²), and the numerical profile gives 0.563, still 13% above one half, whereas the total charge obeys its law within 2%.

At 0.8 V the formula gives 1.000 and the profile 0.976. The difference comes from the slow growth of the depletion field. With Qs = Q0 √(u − 1), the integrand for Qi varies as e^v/√(v − 1). One integration by parts gives

Qi ≈ φt Ci[1 + 1/(2(u − 1))],

so the rate is about 1 − 1/(2(u − 1)). With u = 23.3 this is 0.978.

**Fast growth is not yet screening**

At 0.8 V the inversion charge grows at nearly the full exponential rate, and its capacitance is already close to Qi/φt. Yet Qi is only 4.2 × 10⁻⁷ µC/cm², so Ci is 1.6 × 10⁻⁵ µF/cm², far below Cox. Being proportional to charge is of no help while there is almost no charge.

The remaining part of Cs is the depletion capacitance Cb = Cs − Ci. In terms of the parts,

dψs/dVg = Cox/(Cox + Cb + Ci).

A natural mark for the onset of screening is Ci = Cox + Cb, where the electrons roughly halve the share that the surface would otherwise receive at that potential. In the example this happens at Vg = 1.163 V and ψs = 0.890 V, with Qi = 0.0222 µC/cm². The total charge there is Cox(Vg − ψs) = 0.708 × 0.273 = 0.193 µC/cm², so the electrons make up only 11% of it. In this example they take over the response to a small step long before they take over the charge. Screening thus begins while the growth rate is still close to 1, and the half belongs to the later regime, in which screening is already strong. This order requires φt(Cox + Cb), which is roughly the electron charge at the onset, to be small beside Qb. Here the two are 0.021 and 0.17 µC/cm². With much lighter doping Qb is smaller, and electrons can dominate the charge before they screen.

**What would happen without electrons**

To see that electrons are the cause, remove them and keep the acceptors. The charge is then Qs = Q0 √(u − 1), and

d ln Qs/dψs = 1/[2φt(u − 1)], so Λ = 2(ψs − φt).

The growth scale is no longer fixed by temperature. It rises with the surface potential itself. The capacitance Cs = Q0²/(2φt Qs) falls as charge is added, because new depletion charge is exposed at the far edge of a widening layer. It is 0.1215 µF/cm² at ψs = 0.602 V, the surface potential found above for Vg = 0.8 V, and 0.0577 µF/cm² at ψs = 2.583 V, the surface potential that the semiconductor without electrons reaches at Vg = 3 V. Inversion does the opposite and adds charge close to the surface.

At Vg = 3 V this imaginary semiconductor has ψs = 2.583 V and Vox = 0.417 V. With Λ = 2(2.583 − 0.026) = 5.11 V,

dψs/dVg = 5.11/(5.11 + 0.417) = 0.925.

The surface follows the gate almost freely. With electrons present, Λ is close to 0.052 V and Vox is 1.968 V, so the share is

2φt/(Vox + 2φt) = 0.0517/2.020 = 0.0256.

Finite differences of the full gate equation give 0.0260. The small excess is due to the 1.7% correction to Cs. The contrast between 0.925 and 0.026 is the effect of the electrons.

**What pinning means**

In the inversion limit dψs = 2φt dQs/Qs, and integration between two biases gives

Δψs = 2φt ln(Qs,2/Qs,1).

In this limit a tenfold increase in total charge costs 119 mV of surface potential. The example only approaches that figure: the decade of Qs that ends at 3 V begins in depletion and costs about 435 mV, and the decade from 0.35 to 3.5 µC/cm² costs 127 mV but ends at an oxide field near 10 MV/cm, about where silicon dioxide breaks down. The surface is not held at a fixed value. It climbs logarithmically while the charge rises almost linearly with gate voltage. At 3 V it stands about 0.20 V above the potential φt ln(p0/n0) = 0.833 V at which ns = p0.

From 2 V to 3 V, Qs grows from 0.711 to 1.394 µC/cm². The logarithmic law gives 51.7 × ln(1.960) = 34.8 mV, while the full solution gives 36.1 mV. The missing part can be traced. Since g = (Qs²/Q0²)(1 − x) with x = (u − 1)Q0²/Qs², and Δψs = φt Δ(ln g), there is an extra term φt ln[(1 − x2)/(1 − x1)]. Here x1 = 0.065 at 2 V and x2 = 0.018 at 3 V, so the term is 1.3 mV.

The limiting share 2φt/(Vox + 2φt) contains no oxide thickness. A thinner oxide has a larger Cox, but at the same Vox it also induces more charge, and Cs rises in proportion. Halving the oxide thickness at fixed Vox changes the computed share only from 0.0260 to 0.0257. The small change is in the expected direction, since doubling Qs makes the depletion correction about four times smaller. This independence belongs to Boltzmann electrons, for which Cs is proportional to Qs. It is not a rule for devices. With the Fermi–Dirac electrons treated below, the same halving raises the share from 0.044 to 0.066. A 2.5 nm oxide at this Vox also carries nearly 8 MV/cm, and it can no longer be assumed free of tunnelling current.

**Where the classical law fails**

At 3 V the Boltzmann surface density is 2.2 × 10²⁰ cm⁻³. Suppose the electrons occupy one isotropic parabolic valley with effective density of states Nc = 3 × 10¹⁹ cm⁻³. The calculated density is then seven times Nc, and the Pauli principle cannot be ignored.

The pressure argument survives this change. In equilibrium at fixed temperature, dP = n dμ, where P is the electron pressure and μ the local chemical potential measured from the band edge. A rise dψ lowers the band edge by q dψ, so dP/dψ = qn for any statistics. The charge relation becomes

Qs²/(2ε) = P + q p0 φt(u − 1).

Differentiating with respect to ψs gives Qs Cs/ε = q(ns + p0). When electrons dominate, Cs = εq ns/Qs and Qs² = 2εP, which combine to

Cs = (Qs/2φt)(ns kT/P).

For a Boltzmann gas P = ns kT and the factor is 1. Fermi–Dirac electrons have more pressure at the same density, so the factor is smaller. At 3 V it is 0.59, and with the depletion charge included 2φt Cs/Qs is 0.58. The capacitance falls to 15.5 µF/cm², the surface potential rises to 1.054 V, and the share of a gate step becomes 0.044. Screening is weaker but still strong, though Cs is no longer proportional to charge. In the fully degenerate limit of this valley P ∝ ns^(5/3), so ns ∝ Qs^(6/5) and Cs ∝ ns/Qs ∝ Qs^(1/5). At 3 V the gas is only partly degenerate, and the local exponent is still about 0.46.

Confinement is a more serious limit. The thermal wavelength corresponding to this Nc is (2/Nc)^(1/3) = 4.1 nm, ten times the classical z0 at 3 V. Electrons cannot be treated as a classical gas in so thin a layer. The values at 3 V are therefore results of the classical model and not predictions for a device, and the Fermi–Dirac correction does not repair this. If the same valley is quantized self-consistently against a hard wall at the oxide, Cs at 3 V is about 9 µF/cm², the share of a gate step is about 0.07, and the rise from 2 V to 3 V is about 85 mV. The surface is still screened, but the share is nearly three times the classical value.

The half-exponent law needs electrons to dominate the charge, ns ≪ Nc, and z0 much larger than the thermal wavelength. In the example z0 equals that wavelength when Qs is about 0.14 µC/cm². This is less than the depletion charge of 0.17 to 0.18 µC/cm² found once ns exceeds p0, so no bias meets all three conditions. Lighter doping opens a window: Q0 varies as √p0, so reducing p0 by four decades lowers the scale of the depletion charge a hundredfold. Electrons can then dominate while their layer is still thick and dilute. For such a layer also to screen strongly, the oxide must be thick enough. With the permittivities used here Cs/Cox is three times the oxide thickness divided by z0, so a 5 nm oxide needs z0 well below 15 nm, which leaves little room above the thermal wavelength.

What outlasts the classical law is the requirement Λ ≪ Vox. Boltzmann electrons that dominate the charge have Λ = 2φt, because their pressure grows exponentially with potential and the field must balance that pressure. They meet the requirement once Vox is much larger than 2φt. The main classical and Fermi–Dirac values used here are listed in the numerical output below.

Calculated quantities

```
Temperature 300 K; thermal voltage 25.852 mV
Relative permittivities: semiconductor 12, oxide 4
Intrinsic density 1.0e+10 cm^-3; bulk holes 1.0e+17 cm^-3
Bulk electrons 1.0e+03 cm^-3; ln(p0/n0) = 32.236
Oxide thickness 5.0 nm; Cox 0.7083 uF/cm^2
Charge scale Q0 0.02967 uC/cm^2
Vg 0.8 V: psi_s 0.6022 V, u 23.295, Vox 0.1978 V
  Qs 0.14008, Qi 4.213e-07, Qb 0.14008 uC/cm^2
  Cs 0.1215, Ci 1.591e-05, Cb 0.1215 uF/cm^2
  dlnQi/du 0.9764 (formula 1.0000); 2*phi_t*Cs/Qs 0.0449
  dpsi_s/dVg 0.8535
Vg 1.1 V: psi_s 0.8546 V, u 33.057, Vox 0.2454 V
  Qs 0.17383, Qi 5.948e-03, Qb 0.16788 uC/cm^2
  Cs 0.3205, Ci 2.226e-01, Cb 0.0979 uF/cm^2
  dlnQi/du 0.9674 (formula 0.9829); 2*phi_t*Cs/Qs 0.0953
  dpsi_s/dVg 0.6885
Vg 1.5 V: psi_s 0.9593 V, u 37.108, Vox 0.5407 V
  Qs 0.38299, Qi 2.071e-01, Qb 0.17592 uC/cm^2
  Cs 5.8469, Ci 5.802e+00, Cb 0.0444 uF/cm^2
  dlnQi/du 0.7244 (formula 0.7297); 2*phi_t*Cs/Qs 0.7893
  dpsi_s/dVg 0.1081
Vg 2.0 V: psi_s 0.9959 V, u 38.523, Vox 1.0041 V
  Qs 0.71125, Qi 5.341e-01, Qb 0.17714 uC/cm^2
  Cs 12.8822, Ci 1.286e+01, Cb 0.0239 uF/cm^2
  dlnQi/du 0.6224 (formula 0.6245); 2*phi_t*Cs/Qs 0.9365
  dpsi_s/dVg 0.0521
Vg 3.0 V: psi_s 1.0320 V, u 39.918, Vox 1.9680 V
  Qs 1.39403, Qi 1.216e+00, Qb 0.17777 uC/cm^2
  Cs 26.4991, Ci 2.649e+01, Cb 0.0122 uF/cm^2
  dlnQi/du 0.5630 (formula 0.5638); 2*phi_t*Cs/Qs 0.9828
  dpsi_s/dVg 0.0260
Crossover Ci = Cox+Cb: Vg 1.1633 V, psi_s 0.8903 V, Qi 0.02215 uC/cm^2
Limit 2phi_t/(Vox+2phi_t) at 3 V: 0.0256
psi_s rise from 2 to 3 V: 36.08 mV; 2phi_t ln(Qs ratio) 34.79 mV
Limiting rise per decade of Qs: 119.05 mV
Half oxide thickness, same Vox: dpsi_s/dVg 0.0257
Half-field depth at 3 V: 0.4102 nm; z0 0.3941 nm
No electrons, Vg 3 V: psi_s 2.5834 V, dpsi_s/dVg 0.9247
  depletion-only Cs 0.0577 uF/cm^2 (at 0.8 V surface potential: 0.1215)
Effective density 3.0e+19 cm^-3; Boltzmann surface density at 3 V 2.169e+20 cm^-3
Fermi-Dirac at 3 V: psi_s 1.0541 V, surface density 1.255e+20 cm^-3
  Cs 15.508 uF/cm^2, 2phi_t*Cs/Qs 0.5817, ns*kT/P 0.5921
  dpsi_s/dVg 0.0437
Thermal wavelength 4.055 nm
```
